\section*{Choosing residual, starting value and tolerance for the MOS surface potential}

\section{What three steps achieve}

In the example below, with the gate 1.5 V above flat band, a closed formula gives the surface potential with an error of $0.73$, in units of the thermal voltage $\phi_t=k_BT/q$. Successive corrections reduce this error to $1.3\times10^{-2}$, $5.7\times10^{-8}$ and $5.1\times10^{-24}$. The last two reductions follow a cubic law. Yet the same correction, applied at flat band to the squared form of the same equation, removes only two thirds of the error per step.

The setting at issue is the nonlinear solver for the gate boundary condition: which residual it drives to zero, where it starts, and when it stops. The analysis below shows what each choice does.

\section{The equation being solved}

Consider a uniformly doped p-type semiconductor under an ideal oxide. The model assumes Boltzmann carriers, fully ionized acceptors, constant quasi-Fermi levels and a thick neutral bulk. It omits quantum confinement, interface charge and depletion of the gate.

Let $X(\zeta)$ be the potential relative to the bulk, divided by $\phi_t$, at depth $\zeta\lambda$, and let $x=X(0)$. The bulk hole and electron densities are $p_b$ and $n_b$, with $\Delta=n_b/p_b$ and $0<\Delta<1$. Bulk neutrality fixes the acceptor density as $p_b-n_b=p_b(1-\Delta)$, so the charge density is
\begin{equation}
\rho=qp_b\left(e^{-X}-\Delta e^X-1+\Delta\right).
\end{equation}
Poisson's equation says that the second depth derivative of $\phi_tX$ is $-\rho/\epsilon_s$. With $\lambda^2=\epsilon_s\phi_t/(qp_b)$ it becomes
\begin{align}
X''&=1-e^{-X}+\Delta(e^X-1)=H'(X),\\
H(X)&=e^{-X}+X-1+\Delta(e^X-X-1).
\end{align}
Multiplying by $X'$ turns both sides into derivatives, $(X'^2/2)'=[H(X)]'$. Since $X'$ and $H$ vanish in the bulk, $X'^2=2H(X)$. The potential decays towards the bulk, so $X'$ has the sign opposite to $X$:
\begin{equation}
X'(0)=-\sqrt2\,s(x),\qquad s(x)=\operatorname{sgn}(x)\sqrt{H(x)}.
\end{equation}

Let $x_g$ be the gate voltage above flat band divided by $\phi_t$, and $C_{ox}$ the oxide capacitance per area. Continuity of the displacement field gives
\begin{equation}
C_{ox}\phi_t(x_g-x)=-\frac{\epsilon_s\phi_t}{\lambda}X'(0)
=\frac{\sqrt2\,\epsilon_s\phi_t}{\lambda}s(x).
\end{equation}
Dividing by $C_{ox}\phi_t$ yields the equation to solve:
\begin{equation}
f(x)=x+G\,s(x)-x_g=0,\qquad
G=\frac{\sqrt2\,\epsilon_s}{\lambda C_{ox}},\quad
G^2=\frac{2q\epsilon_sp_b}{C_{ox}^2\phi_t}.
\label{eq:f}
\end{equation}

\section{Choice of residual: do not square}

\subsection{The unsquared residual has one simple root}

Direct differentiation gives $H(0)=H'(0)=0$ and $H''=e^{-x}+\Delta e^x>0$. Thus $H'$ has the sign of $x$, and $H>0$ for $x\ne0$. Write $H=x^2h$. The function $h$ has a convergent power series, $h(0)=(1+\Delta)/2$, and $h>0$ on the whole real axis. Therefore $s=x\sqrt h$ is analytic there, including at flat band, where the sign function in its definition might suggest a kink.

For $x\neq0$, $s'=H'/(2s)>0$, and $s'(0)=\sqrt{h(0)}>0$. Hence
\begin{equation}
f'(x)=1+Gs'(x)>1.
\end{equation}
The root is simple and unique. It lies between $0$ and $x_g$, because $f(0)=-x_g$ and $f(x_g)=Gs(x_g)$ have opposite signs when $x_g\ne0$. The slope also makes the residual an error bound: if $a$ is the root, integrating $f'>1$ from $a$ to $x$ gives $|x-a|\le|f(x)|$.

\subsection{What squaring does}

Squaring removes the sign function but adds a second branch:
\begin{equation}
F=(x_g-x)^2-G^2H=(x_g-x-Gs)(x_g-x+Gs).
\end{equation}
The first factor is $-f$; the second belongs to the wrong sign of the semiconductor charge. At $x_g=0$ both vanish at $x=0$. There $F\simeq Cx^2$ with $C=1-G^2(1+\Delta)/2$. For $C\neq0$ the root is double, and Halley's correction, derived in the next section, gives
\begin{equation}
x_+=x-\frac{2FF'}{2F'^2-FF''}
\simeq x-\frac{4C^2x^3}{8C^2x^2-2C^2x^2}=\frac{x}{3}.
\end{equation}
The measured ratio is $0.3333333$.

Close to flat band the two roots are distinct but near each other. With $b=G\sqrt{(1+\Delta)/2}$ and $s\simeq bx/G$, they are $x_g/(1+b)$ and $x_g/(1-b)$. For a quadratic $F=C(x-x_1)(x-x_2)$ one has $F'(x_1)=C(x_1-x_2)$, $F''=2C$ and $F'''=0$. The cubic error coefficient derived below is then
\begin{equation}
K_F=\left(\frac{F''}{2F'}\right)^2=\frac1{(x_1-x_2)^2}
=\frac{(1-b^2)^2}{4b^2x_g^2}.
\end{equation}
In the example $b=1.449$, so $K_F\simeq0.144/x_g^2$. One millivolt from flat band, $x_g=0.0387$ and $K_F\simeq96$, whereas the unsquared equation has a coefficient of about $-0.007$. Cubic convergence of the squared form is thus confined to a region that shrinks with the bias.

A stopping test on $F$ is also weak there. At flat band $|F|\simeq1.1x^2$, so $|F|=10^{-12}$ still permits $|x|\simeq10^{-6}$. The same value of $|f|$ guarantees an error of at most $10^{-12}$, apart from rounding.

\section{Choice of correction: why Halley is cubic}

Define $g=f/\sqrt{f'}$, which has the same root $a$. Its derivative is
\begin{equation}
g'=\sqrt{f'}-\frac{ff''}{2f'^{3/2}}.
\end{equation}
Newton's method on $g$ subtracts $g/g'$. Multiplying numerator and denominator by $2f'^{3/2}$ gives Halley's method on $f$:
\begin{equation}
x_+=x-\frac{2ff'}{2f'^2-ff''}.
\label{eq:halley}
\end{equation}
A second differentiation gives
\begin{align}
g''&=\frac{f''}{2\sqrt{f'}}-\frac{f'f''}{2f'^{3/2}}
-\frac f2\left(\frac{f'''}{f'^{3/2}}-\frac{3f''^2}{2f'^{5/2}}\right)\nonumber\\
&=-\frac{fS}{2\sqrt{f'}},\qquad
S=\frac{f'''}{f'}-\frac32\left(\frac{f''}{f'}\right)^2.
\end{align}
The first two terms cancel, so $g''$ vanishes at the root. This removes Newton's quadratic error.

Let $e=x-a$ and $e_+=x_+-a$. Integration by parts, with $g(a)=0$, gives
\begin{equation}
\int_a^x(t-a)g''(t)\,dt=e\,g'(x)-g(x).
\end{equation}
Since $e_+=e-g(x)/g'(x)$, division by $g'(x)$ yields an identity without truncation:
\begin{equation}
e_+=\frac1{g'(x)}\int_a^x(t-a)g''(t)\,dt.
\label{eq:identity}
\end{equation}

Because $g'(a)=\sqrt{f'(a)}>0$, there is a closed interval centred on $a$ in which $g'\ge m>0$. There $f(t)/(t-a)$ is bounded, hence $|g''(t)|\le M|t-a|$ for some $M$. The identity gives
\begin{equation}
|e_+|\le\frac{M}{3m}|e|^3.
\end{equation}
If also $Me^2/(3m)<1$ initially, the errors decrease, the iterates stay in the interval, and convergence is at least cubic.

For the coefficient, insert $f(t)\simeq f'(a)(t-a)$. The integral tends to $-\sqrt{f'(a)}\,S(a)e^3/6$, and $g'(x)$ to $\sqrt{f'(a)}$. Therefore
\begin{equation}
e_+=Ke^3+O(e^4),\qquad
K=-\frac{S(a)}6=\left(\frac{f''}{2f'}\right)^2-\frac{f'''}{6f'}\bigg|_a .
\label{eq:K}
\end{equation}
This holds at every finite bias. If $K$ happens to vanish, the order is higher than three.

A start one thermal unit above the root at 1.5 V tests the identity: both the actual step and the integral leave an error of $0.03238$. The leading term would predict $K=0.0277$, so at this distance the cubic law is only approximate.

\section{Evaluation near flat band}

Analyticity does not protect a formula from rounding. At $x=10^{-5}$, $H\simeq x^2/2=5\times10^{-11}$ is formed from numbers near one, with rounding errors near $10^{-16}$. Its relative error is about $2\times10^{-6}$. The second derivative suffers more. Differentiating $s^2=H$ twice gives
\begin{equation}
s'=\frac{H'}{2s},\qquad s''=\frac{H''-2s'^2}{2s}.
\label{eq:closed}
\end{equation}
The two terms in the last numerator are each close to one, while their difference is of order $x$. An error of $2\times10^{-6}$ is then comparable with the difference itself. For $x$ between $10^{-5}$ and $2\times10^{-5}$, the largest relative error found in $s''$ is $0.32$.

The cure is to divide out $x^2$ before computing:
\begin{align}
h&=\sum_{n=0}^{\infty}\frac{(-1)^n+\Delta}{(n+2)!}x^n,\qquad s=x\sqrt h,\\
s'&=\sqrt h+\frac{xh'}{2\sqrt h},\\
s''&=\frac{h'}{\sqrt h}+x\left(\frac{h''}{2\sqrt h}-\frac{h'^2}{4h^{3/2}}\right).
\end{align}
Here no small difference is divided by a small number. Twenty terms suffice for $|x|<1$: the first term omitted from $h''$ is at most $380(1+\Delta)/22!$, about $3\times10^{-19}$. On the same points the relative error of $s''$ falls to $3\times10^{-16}$. For $|x|\ge1$ the closed forms are used.

These errors affect the solution in two ways. An error in $s$ moves the computed root, and no further iteration repairs it. An error $\delta$ in $f''$ leaves the root in place but changes the correction. Expanding (\ref{eq:halley}) for small $f$,
\begin{equation}
x_+-x\simeq-\frac f{f'}-\frac{f^2f''}{2f'^3},
\end{equation}
so the added error is about $-\delta e^2/(2f')$: quadratic convergence replaces cubic.

\section{Choice of starting value}

The starting formulas assume $\Delta\ll1$. Let
\begin{equation}
x_l=\frac{x_g}{1+G\sqrt{(1+\Delta)/2}},\qquad L=\ln\frac1\Delta.
\end{equation}
The first is the linear solution at flat band.

\paragraph{Depletion, $x_g>0$.} Neglect electrons and evaluate the small hole term at $x_l$. Then $H\simeq x-c$ with $c=1-e^{-x_l}$. Put $u=\sqrt{x-c}$. The equation $x_g-x=Gu$ becomes $u^2+Gu-(x_g-c)=0$, whose positive root, written without subtraction of nearly equal terms, is
\begin{equation}
u=\frac{2(x_g-c)}{G+\sqrt{G^2+4(x_g-c)}},\qquad x_d=c+u^2.
\end{equation}

\paragraph{Inversion, $x_d>L$.} Here the electron term dominates the growth of $H$. Solving $(x_g-x)^2=G^2H$ for it and dropping $e^{-x}$ and $\Delta(x+1)$ gives
\begin{equation}
\Delta e^x\simeq\left(\frac{x_g-x}{G}\right)^2-x+1.
\end{equation}
Set $x=L$ on the right, add one inside the logarithm so that the formula stays regular at threshold, and take the smaller of $x_d$ and
\begin{equation}
x_i=L+\ln\left[1+\left(\frac{x_g-L}{G}\right)^2-L+1\right].
\end{equation}
Far into inversion $x-L\simeq2\ln(x_g/G)$. Using $L$ instead of $x$ in the square then causes an error of about $2(x-L)/x_g\simeq4\ln(x_g/G)/x_g$. At the formal bias $x_g=10^4$ this is $0.0034$, as found numerically.

\paragraph{Accumulation, $x_g<0$.} With $y=-x$, $y_g=-x_g$ and $\Delta$ neglected, the equation reads $e^y=1+y+((y_g-y)/G)^2$. One substitution gives the start:
\begin{align}
y_0&=\min\left[-x_l,\;2\ln(1+y_g/G)\right],\\
y&=\ln\left[1+y_0+\left(\frac{y_g-y_0}{G}\right)^2\right].
\end{align}
Far from flat band $y_0$ is too large by about $2(y+G)/y_g$. The substitution multiplies this by about $-2/y_g$, leaving an error of magnitude $4(y+G)/y_g^2$. This is why the start is better here than in inversion.

\paragraph{A safeguard.} Local cubic convergence does not ensure success from an arbitrary start. Keep the bracket between $0$ and $x_g$, updating it with the sign of $f$. Accept a Halley step if its denominator is positive, it stays in the bracket, and the current $|f|$ is at most half the previous one; otherwise bisect. In exact arithmetic, infinitely many bisections shrink the bracket to the root. If there are finitely many, $|f|$ eventually halves each time, and $|x-a|\le|f|$ forces convergence. In 6000 solves for four pairs $(G,\Delta)$ with $|x_g|\le150$, no bisection occurred and at most three steps were needed.

\section{Choice of stopping tolerance}

Near the root the last step has magnitude $|x_+-x|\simeq|e|$. The error left after taking it is therefore
\begin{equation}
|e_+|\simeq|K|\,|x_+-x|^3.
\label{eq:stop}
\end{equation}
The step measures the error before the correction, so a step tolerance equal to the desired error is needlessly strict. For a desired error $\eta$, the tolerance is $(\eta/|K|)^{1/3}$. In the example below $|K|$ stays below $0.035$; with this bound and $\eta=10^{-12}$ the tolerance is $3\times10^{-4}$. Since $K$ changes sign with bias, as the table below shows, $|K|$ in this rule should be a bound over the bias range, not the local value: where $K$ is nearly zero, the neglected $O(e^4)$ term takes over.

The example uses the stricter rule $|x_+-x|\le10^{-6}\min(1,|x|)$. The factor $|x|$ makes the rule relative near flat band, where an absolute tolerance could exceed the potential itself. It guards against a poor start. The start above has an error of order $x^2$ there, so one step leaves an error of order $x^6$ and the factor changes little. Roots computed with this rule agree with high-precision bisection to a relative error of $3\times10^{-16}$.

\section{A worked device}

Take round model parameters: $T=300$ K, relative permittivities 12 for the semiconductor and 4 for the oxide, a 2 nm oxide, $p_b=10^{18}\,\mathrm{cm^{-3}}$ and intrinsic density $10^{10}\,\mathrm{cm^{-3}}$, in equilibrium. Then $\phi_t=0.025852$ V, $\lambda=4.1405$ nm, $\Delta=10^{-16}$, $L=36.841$, and
\begin{equation}
G=\sqrt2\,\frac{12}{4}\,\frac{2}{4.1405}=2.049.
\end{equation}

\begin{center}
\begin{tabular}{rrrrr}
$V_G-V_{FB}$ (V) & guess & root $x$ & steps & $K$\\
$-1.0$ & $-5.567$ & $-5.589$ & 2 & $0.0151$\\
$-0.1$ & $-1.342$ & $-1.351$ & 2 & $-0.0042$\\
$0.1$ & $1.806$ & $1.829$ & 2 & $-0.0052$\\
$0.5$ & $12.416$ & $12.417$ & 2 & $-0.0002$\\
$1.0$ & $28.028$ & $28.028$ & 2 & $-0.00003$\\
$1.5$ & $41.118$ & $40.387$ & 3 & $0.0277$
\end{tabular}
\end{center}

A direct numerical solution of Poisson's equation through the depth agrees with the roots at $-1$, $0.5$ and $1.5$ V within the tested tolerance of $10^{-5}$. This checks the first integral and $G$, not the physical assumptions shared by both calculations.

\subsection{Strong inversion}

At 1.5 V, $x_g=58.023$, and the inversion start is
\begin{equation}
36.841+\ln\left[1+\left(\frac{21.181}{2.0493}\right)^2-35.841\right]=41.118.
\end{equation}
At the actual root the electron term is $\Delta e^x=e^{3.546}=34.67$, while the bulk-charge term is $x-1=39.39$. The two are comparable, so neither asymptotic limit describes the point well. From $s=\sqrt{74.055}=8.606$, the closed forms give $s'=2.072$ and $s''=1.515$. Differentiating $s^2=H$ a third time gives $s'''=(H'''-6s's'')/(2s)=0.920$. Multiplying by $G$, and adding one to the first derivative, gives $f'=5.247$, $f''=3.105$ and $f'''=1.885$. Hence
\begin{equation}
K=\left(\frac{3.105}{2\times5.247}\right)^2
-\frac{1.885}{6\times5.247}=0.028.
\end{equation}
The second entry of the opening sequence predicts the third: $0.0277\times(0.0127)^3=5.7\times10^{-8}$. A step tolerance of $0.02$ would have stopped there, with an error of about $1.5\times10^{-9}$ V.

\subsection{Depletion}

The coefficient is much smaller in depletion. With $s\simeq\sqrt{x-1}$, the derivatives are $s'=1/(2s)$, $s''=-1/(4s^3)$ and $s'''=3/(8s^5)$. Substitution in (\ref{eq:K}) gives
\begin{equation}
K\simeq-\frac{G}{16s^5f'}\left(1-\frac{G}{4sf'}\right),\qquad
f'=1+\frac G{2s}.
\end{equation}
At 0.5 V, $s=3.379$ and $f'=1.303$, hence $K=-0.00020$. The square-root law flattens as the depletion charge grows, which explains the fall of $|K|$ between 0.5 and 1.0 V. At higher bias the electron term takes over: it first makes $K$ more negative and then positive, so $K$ passes through zero between 1.0 and 1.5 V.

\subsection{Flat band}

Neglecting $\Delta$, the series is $s=(x-x^2/6+x^3/36+\cdots)/\sqrt2$. Thus $f'(0)=1+G/\sqrt2=2.449$, $f''(0)=-G/(3\sqrt2)=-0.483$ and $f'''(0)=G/(6\sqrt2)=0.242$, and (\ref{eq:K}) gives $K=-0.0067$. The measured ratio of successive errors agrees, so the convergence here is cubic. Near flat band $c\simeq x_l-x_l^2/2$ and $u\simeq x_l/\sqrt2$, so the depletion start $c+u^2$ reduces to the linear solution $x_l$. At $10^{-9}$ V it is already so accurate that one step satisfies the relative stopping rule.

\section{When a tighter setting no longer helps}

Numerical error and model error are separate. At 1.5 V the surface electron density is $3.5\times10^{19}\,\mathrm{cm^{-3}}$. A single parabolic band with the free-electron mass has an effective density of states of roughly $2.5\times10^{19}\,\mathrm{cm^{-3}}$ at this temperature, so Boltzmann statistics are doubtful. At the surface the local decay length of the electron density is $\lambda/(\sqrt2s)=0.34$ nm, which makes the neglect of confinement doubtful too. At $-1$ V Boltzmann statistics fail more clearly: the computed surface hole density, $p_be^{5.589}=2.7\times10^{20}\,\mathrm{cm^{-3}}$, is about ten times the same density of states, so that row of the table illustrates the solver, not a real device. More digits in $x$ repair none of this.

A small numerical error still matters when results are differentiated. If two potentials with errors up to $\eta$ are subtracted at biases $\delta$ apart, the slope can be wrong by $2\eta/\delta$. Differentiating (\ref{eq:f}) avoids this: $dx/dx_g=1/f'$. At 1.5 V it is $1/5.247=0.19$, so in this model about a fifth of a small gate-voltage change reaches the surface potential, provided the change is slow enough for the inversion electrons to stay in equilibrium.

The convergence proof used only that $H$ is analytic, vanishes with its first derivative at zero, and has $H''>0$. Another carrier statistics with these properties keeps the simple root and the cubic order, but needs its own series, starting value and $K$. If the charge jumps at some potential, the proof no longer covers steps across the jump, while the bracket remains dependable.

For the present model the guidance is therefore to choose the unsquared residual, series evaluation for $|x|<1$, the regional start with a bracket, and a step tolerance set by (\ref{eq:stop}). The numerical output gives the remaining digits and comparisons.

\section*{Computed values}
\begin{verbatim}
thermal voltage = 0.025852 V
oxide capacitance = 1.7708 uF/cm^2
bulk Debye length = 4.1405 nm
body factor G = 2.049318
Delta = 1.000e-16, L = ln(1/Delta) = 36.8414
Poisson solution against root of f (units kT/q):
  VG-VFB -1.00 V: Poisson -5.588590, root -5.588590
  VG-VFB  0.50 V: Poisson 12.416548, root 12.416548
  VG-VFB  1.50 V: Poisson 40.387167, root 40.387167
largest relative error of s, s', s'' = 1.4e-15
relative error of s'' for x from 1e-5 to 2e-5:
  closed form 3.2e-01, series 2.8e-16
guess error, inversion, |xg|=1e2,1e3,1e4: 2.4e-01, 2.6e-02, 3.4e-03
guess error, accumulation, |xg|=1e2,1e3,1e4: 4.1e-03, 5.8e-05, 7.6e-07
guess error in depletion, xg=20: 6.4e-05
largest relative root error, 4 devices = 2.5e-16
6000 solves, |xg|<=150: most steps 3, bisections 0
cubic ratio e3/e2^3 from a start 0.5 above the root, and K:
  -1.00 V: ratio 0.01509285, K 0.01509285
   0.00 V: ratio -0.00671094, K -0.00671094
   0.50 V: ratio -0.00019702, K -0.00019702
   1.50 V: ratio 0.02769424, K 0.02769424
error after one step from e=1 at 1.5 V: 0.0323809725
  from the integral identity: 0.0323809725
squared form at flat band: error ratio per step 0.3333333
VG-VFB(V) | xg | guess | root x | psi_s(V) | steps | K
    -1 | -38.6817 | -5.56694 | -5.5885896 | -0.144476 | 2 | 0.01509
  -0.1 | -3.86817 | -1.34201 | -1.3506133 | -0.0349161 | 2 | -0.00416
 1e-09 | 3.86817e-08 | 1.57943e-08 | 1.5794347e-08 | 4.08315e-10 | 1 | -0.00671
   0.1 | 3.86817 | 1.80625 | 1.8293033 | 0.0472911 | 2 | -0.00520
   0.5 | 19.3409 | 12.4165 | 12.416548 | 0.320993 | 2 | -0.00020
     1 | 38.6817 | 28.0277 | 28.027673 | 0.724571 | 2 | -0.00003
   1.5 | 58.0226 | 41.1178 | 40.387167 | 1.04409 | 3 | 0.02769
surface electron density at 1.5 V = 3.467e+19 cm^-3
error history at 1.5 V from the asymptotic guess (kT/q):
  after 0 steps: 0.73067
  after 1 steps: 0.012697
  after 2 steps: 5.7005e-8
  after 3 steps: 5.1303e-24
\end{verbatim}
